# Local pseudopotentials for s and p states in sodium, aluminium and carbon, part 2

Can one local potential $V(r)$, acting alike on every angular momentum, replace the separate norm-conserving pseudopotentials $V_s$ and $V_p$ of sodium, aluminium and carbon?

Units are Gaussian, with $a_0=\hbar^2/(me^2)$ and $e^2/a_0=\hbar^2/(ma_0^2)=27.211$ eV. The reference is the nonrelativistic all-electron (AE) Kohn–Sham atom. Radial functions $u_l=rR_l$, with energies $\varepsilon_l$, are normalized and positive at large $r$. The pseudo-orbitals (PS, Troullier–Martins form) are nodeless, keep $\varepsilon_l$, equal the AE orbitals beyond $r_c$, and hold the same inner norm $Q_l=\int_0^{r_c}u_l^2dr$. With $\Delta V=V_s-V_p$ (zero beyond $r_c$), $\Delta\varepsilon=\varepsilon_p-\varepsilon_s$ and $W=u_p'u_s-u_pu_s'$, which vanishes at the origin and at infinity,

$$\frac{\hbar^2}{2m}W'=\left[\frac{\hbar^2}{mr^2}-\Delta\varepsilon-\Delta V\right]u_su_p .\tag{3}$$

AE orbitals obey (3) with $\Delta V=0$. With the pseudo overlap $S=\int_0^\infty u_su_p\,dr$ and $\langle f\rangle_{sp}=S^{-1}\int_0^\infty u_sfu_p\,dr$,

$$D_{sp}\equiv\langle\Delta V\rangle_{sp}=\frac{\hbar^2}{m}\langle r^{-2}\rangle_{sp}-\Delta\varepsilon .\tag{4}$$

The relative mismatch is $\eta=D_{sp}/\Delta\varepsilon$. A local potential has $\Delta V=0$, so

$$\Delta\varepsilon=\frac{\hbar^2}{m}\langle r^{-2}\rangle_{sp}.\tag{5}$$

For either pair of orbitals, define

$$I(r)=\int_0^{r}u_su_p\left[\frac{\hbar^2}{mr'^2}-\Delta\varepsilon\right]dr' .$$

Then

$$D_{sp}=\frac{I_{PS}(r_c)-I_{AE}(r_c)}{S}.\tag{6}$$

The bracket in $I$ is positive for $r<r^*=\hbar/\sqrt{m\Delta\varepsilon}$. The parameters are (lengths in $a_0$, energies in eV):

| | Na | Al | C |
|---|---|---|---|
| valence | $3s^13p^0$ | $3s^23p^1$ | $2s^22p^2$ |
| $r_c$ | 2.8 | 2.2 | 1.5 |
| $\varepsilon_s$ | $-2.814$ | $-7.806$ | $-13.629$ |
| $\varepsilon_p$ | $-0.776$ | $-2.790$ | $-5.420$ |
| $\Delta\varepsilon$ | 2.038 | 5.016 | 8.209 |
| $r^*$ | 3.654 | 2.329 | 1.821 |
| outermost AE node | 1.155 ($p$) | 0.818 ($p$) | 0.379 ($s$) |
| $I_{AE}(r_c)/S$ | 0.638 | 1.506 | 0.893 |
| $D_{sp}$ | 0.041 | 0.760 | 14.512 |

Carbon's core has no $p$ state: $V_s$ must replace the $2s$ electron's orthogonality energy by repulsion, while $V_p$ has no such repulsion.

## What is strictly impossible

Troullier–Martins orbitals are one choice, and a local potential might belong to differently shaped orbitals. Part of this freedom can be closed off rigorously. Let one local $V$, arbitrary inside $r_c<r^*$, have nodeless $s$ and $p$ orbitals at the AE energies with the AE logarithmic derivatives at $r_c$. Then (3) with $\Delta V=0$ has a positive right side on $(0,r_c)$, so $W(r_c)>0$. Since $W=u_su_p\,(u_p'/u_p-u_s'/u_s)$, this means $u_p'/u_p>u_s'/u_s$ at $r_c$, a statement independent of normalization, and the AE orbitals must satisfy it.

Beyond the outermost node (which lies inside $r^*$ in all three atoms) the AE product is positive, so $W_{AE}$ rises up to $r^*$ and falls after it. As it falls to zero at infinity, it is positive at $r^*$. If the outermost node is a $p$ node, $W_{AE}$ starts positive and stays so: sodium and aluminium satisfy this necessary condition, which does not by itself show that such a local potential exists. If it is an $s$ node, $W_{AE}$ starts negative, rises monotonically, and crosses zero once, at some $r_0$. For carbon $r_0=1.250\,a_0$. For any $r_c$ between the node and $r_0$, no local potential reproduces both logarithmic derivatives with nodeless orbitals, norm-conserving or not.

Above $r_0$ this argument alone does not prove impossibility, but norm conservation adds further conditions. A local norm-conserving potential needs $I_{PS}(r_c)=I_{AE}(r_c)$. The bracket decreases with $r$, so $I_{PS}\ge[\hbar^2/mr_c^2-\Delta\varepsilon]\,S_{in}$, with $S_{in}=\int_0^{r_c}u_su_p\,dr$. For carbon at $1.5\,a_0$ the bracket is $27.211/2.25-8.209=3.885$ eV, and with $S=0.9852$, $I_{AE}=0.893\times0.9852=0.880$ eV. Hence $S_{in}\le0.880/3.885=0.23$. The Cauchy–Schwarz maximum, reached by orbitals of identical shape, is $\sqrt{Q_sQ_p}=\sqrt{0.5225\times0.4609}=0.49$. The orbitals would have to overlap at less than half of that, and a local potential cannot arrange this. Since $(u_p/u_s)'=W/u_s^2$ and $W>0$ on $(0,r_c]$, the ratio $u_p/u_s$ rises to its value $\rho$ at $r_c$, so $u_s\ge u_p/\rho$ inside and $S_{in}\ge Q_p/\rho$. Outside, $W_{AE}>0$ for $r>r_0$, so the ratio keeps rising, $u_p\ge\rho u_s$, and $1-Q_p\ge\rho^2(1-Q_s)$; this gives $\rho^2\le0.5391/0.4775=1.129$, $\rho\le1.063$ and $S_{in}\ge0.4609/1.063=0.43$, in contradiction with $S_{in}\le0.23$. At $r_c=1.5\,a_0$ no local norm-conserving potential for carbon exists. For aluminium the bracket is $27.211/4.84-5.016=0.606$ eV and $I_{AE}=1.506\times0.9387=1.414$ eV, so $S_{in}\le2.3$, against a maximum $\sqrt{0.4171\times0.2083}=0.29$. For sodium, $27.211/7.84-2.038=1.433$ eV and $0.638\times0.8866=0.566$ eV give $S_{in}\le0.39$ against $\sqrt{0.2376\times0.0615}=0.12$. This upper bound on $S_{in}$ constrains neither metal.

## From weighted differences to level errors

$D_{sp}$ is the quantity with an exact formula; the diagonal averages are the ones that move levels. Consider the local potentials $V_\alpha=V_p+\alpha\Delta V$, with the screening frozen, so that $\alpha=1$ is $V_s$ and $\alpha=0$ is $V_p$. Let $\varepsilon_l(\alpha)$ be the lowest level of angular momentum $l$. A nodeless $u_l$ is that lowest state in its own potential, because the ground state is positive and two positive functions cannot be orthogonal; so $\varepsilon_s(1)=\varepsilon_s$ and $\varepsilon_p(0)=\varepsilon_p$. Differentiating $\varepsilon=\langle u|H|u\rangle$ gives $\langle u|\partial_\alpha H|u\rangle+2\varepsilon\langle u|\partial_\alpha u\rangle$, and the last term vanishes because the norm is constant. This is the Hellmann–Feynman theorem:

$$\frac{d\varepsilon_p}{d\alpha}\Big|_0=D_p=\int u_p^2\Delta V\,dr,\qquad \frac{d\varepsilon_s}{d\alpha}\Big|_1=D_s=\int u_s^2\Delta V\,dr .$$

Finite differences of the diagonalized levels confirmed both slopes. The values are $D_s=0.140$, $1.264$, $13.559$ eV and $D_p=0.004$, $0.405$, $15.239$ eV for Na, Al, C. To first order the $p$ level moves by $\alpha D_p$ and the $s$ level by $-(1-\alpha)D_s$, so the error of the splitting is

$$E(\alpha)\approx\alpha D_p+(1-\alpha)D_s .$$

With $D_s$ and $D_p$ of one sign, averaging the potentials does not cancel the error in the splitting; it only shares it between the levels.

First order is not the end, and its corrections have a known sign. Using the unperturbed orbitals as trial functions, the variational principle gives

$$\varepsilon_p(\alpha)-\varepsilon_p\le\alpha D_p,\qquad \varepsilon_s(\alpha)-\varepsilon_s\le-(1-\alpha)D_s .$$

A $p$ state placed in $V_s$ rises by at most $D_p$; an $s$ state placed in $V_p$ falls by at least $D_s$. The two channels are therefore not equally good candidates for the local potential. The exact levels, from finite-difference diagonalization, give these splitting errors in eV:

| atom | $V_s$ local | half mixture | $V_p$ local |
|---|---|---|---|
| Na | $-0.030$ | $0.179$ | $1.053$ |
| Al | $0.223$ | $1.058$ | $2.846$ |
| C | $4.222$ | $17.862$ | $52.716$ |

In the first column only the $p$ level moves: $-0.806+0.776$, $-2.567+2.790$, $-1.198+5.420$. In the half mixture the splittings are $3.000-0.783=2.217$, $8.716-2.642=6.074$ and $27.984-1.913=26.071$ eV, from which $\Delta\varepsilon$ is subtracted; the first-order estimates $(D_s+D_p)/2$ are $0.072$, $0.834$ and $14.399$ eV, all too small. In the last column only the $s$ level moves, to $-3.867$, $-10.652$ and $-66.345$ eV. The local rule (5) was checked there: the carbon splitting in $V_p$, $60.925$ eV, equals the centrifugal average over the new, contracted $s$ orbital and $u_p$.

With $V_s$ as the local potential the relative errors are $-0.030/2.038\approx-1.5\%$, $0.223/5.016\approx4\%$ and $4.222/8.209\approx51\%$. This is the quantitative sense of "works" and "fails". The carbon shift is far below $D_p=15.239$ eV because the level can rise no more than its binding energy of $5.420$ eV before it leaves the atom. The level keeps only $1.198$ eV of binding, so the decay length $\hbar/\sqrt{2m|\varepsilon|}$ of its tail grows by $\sqrt{5.420/1.198}\approx2.1$; the modest-looking shift conceals a $2p$ orbital of the wrong size.

No mixture with $0\le\alpha\le1$ rescues carbon. The level $\varepsilon_p(\alpha)$ is the minimum over trial functions of expressions linear in $\alpha$, and a minimum of linear functions is concave, so on $0\le\alpha\le1$ it lies above its chord: $\varepsilon_p(\alpha)-\varepsilon_p\ge\alpha\,[\varepsilon_p(1)-\varepsilon_p]$. Subtracting the variational bound for the $s$ level,

$$E(\alpha)\ge\alpha\,[\varepsilon_p(1)-\varepsilon_p]+(1-\alpha)D_s .$$

For carbon this is $4.222\,\alpha+13.559\,(1-\alpha)\ge4.222$ eV. For aluminium it is $0.223\,\alpha+1.264\,(1-\alpha)\ge0.223$ eV, so $V_s$ is the best member of the family on $0\le\alpha\le1$ and a small error remains. For sodium the exact error is positive at $\alpha=\tfrac12$ and negative at $\alpha=1$, so it passes through zero in between, although the first-order formula, with $D_s$ and $D_p$ both positive, says it cannot.

Sodium holds two further lessons. Its $p$ level falls in $V_s$, from $-0.776$ to $-0.806$ eV. If $\Delta V$ were nowhere negative the level could not fall, so $\Delta V$, which is $+39.55$ eV at the origin, changes sign inside $r_c$. The tiny $D_p$ is partly a cancellation, and at $r_c=3.1\,a_0$ it is indeed negative, $-0.007$ eV. Second, the $s$ level in $V_p$ drops by $1.053$ eV, about $7.5$ times $D_s=0.140$ eV. The repulsive centre of $V_s$, $+19.82$ eV at the origin, helps to keep $u_s$ small there. With $V_p(0)=-19.73$ eV in place, an $s$ wave, having no centrifugal barrier, moves in. A $p$ wave cannot probe the centre in this way, so $V_p$ is poorly determined there as far as $p$ states are concerned and in sodium may be replaced by $V_s$ at small cost, but not the reverse. In sodium the small weighted difference goes with one good local potential, $V_s$; it does not show that every combination of $V_s$ and $V_p$ is good. Judging by $\Delta V(0)$ is the opposite mistake, since it would condemn sodium along with carbon.

## Limits of the argument

Equations (3) to (6) are exact for nonrelativistic bound $s$ and $p$ states with nodeless pseudo-orbitals. They test one energy per channel in one configuration; $D_{sp}=0$ is necessary for $V_s=V_p$ but not sufficient, as an average can vanish by cancellation. The level errors are at frozen screening; with $V_s$ local and the valence screening made self-consistent, the error stays at $-0.030$ eV for sodium, whose only occupied orbital is unchanged, and becomes about $0.27$ eV for aluminium and $6.8$ eV for carbon. Mixtures outside $0\le\alpha\le1$ are not covered by the concavity bound (the splitting error changes sign slightly above $\alpha=1.2$ for aluminium and between $\alpha=1.5$ and $2$ for carbon, which matches the difference of the two levels but not necessarily either level or orbital), and for local potentials built by other routes with $r_c>r_0$ the overlap bounds above assume norm conservation and were evaluated at one radius per atom. A local carbon potential can be fitted to the two eigenvalues, but by (5) only by lowering the centrifugal average from $22.721$ to $8.209$ eV, that is, with the product $u_su_p$ pushed out to radii of order $r^*=1.821\,a_0$, unlike carbon's norm-conserving orbitals.

The $d$ channel was not computed. The cores of sodium and aluminium contain no $d$ state, so their $d$ waves stand to $s$ and $p$ as carbon's $p$ wave stands to $s$, and $V_d$ lacks the orthogonality repulsion. To first order, an error in a channel affects the energy only through the density that occupied states have in that channel inside $r_c$, and for $d$ waves in nearly-free-electron metals such as these that density is expected to be small, kept down by low occupation and a centrifugal term three times that of $p$. Where states of strong $d$ character become occupied, or are the object of study, the local description of these metals is expected to degrade by the same mechanism as in carbon, where the unprotected channel holds half of the valence electrons; the size of that effect is not determined here.

## Computed results

```
a0 = 5.291772e-09 cm, e^2/a0 = hbar^2/(m a0^2) = 27.21139 eV
local rule exact: oscillator 1 hbar*omega, hydrogen 1s-2p 3/8 e^2/a0
Na: rc=2.8 a0, e_s=-2.814 eV, e_p=-0.776 eV, split=2.038 eV
 <r^-2>_sp=0.0764 a0^-2 -> 2.079 eV, eta=0.020
 D_sp=0.041, D_s=0.140, D_p=0.004 eV
 nodes s=[0.195 1.037], p=[1.155] a0
 r*=3.654 a0, r0=none, S=0.8866
 norm inside rc: s=0.2376, p=0.0615
 screened V_s(0)=19.82, V_p(0)=-19.73, dV(0)=39.55 eV
 I_PS/S=0.679, I_AE/S=0.638, AE first lobe=-1.138 eV
 s in V_p: -3.867 eV, shift=-1.053 eV, split=3.092 eV
 p in V_s: -0.806 eV; half mix s: -3.000 eV, p: -0.783 eV
 first-order split error, half mix=0.072 eV
 rc=2.5 a0: D_sp=0.068, D_s=0.055, D_p=0.047 eV, eta=0.033
 rc=3.1 a0: D_sp=0.039, D_s=0.186, D_p=-0.007 eV, eta=0.019
Al: rc=2.2 a0, e_s=-7.806 eV, e_p=-2.790 eV, split=5.016 eV
 <r^-2>_sp=0.2123 a0^-2 -> 5.776 eV, eta=0.151
 D_sp=0.760, D_s=1.264, D_p=0.405 eV
 nodes s=[0.163 0.805], p=[0.818] a0
 r*=2.329 a0, r0=none, S=0.9387
 norm inside rc: s=0.4171, p=0.2083
 screened V_s(0)=26.24, V_p(0)=-21.15, dV(0)=47.39 eV
 I_PS/S=2.266, I_AE/S=1.506, AE first lobe=-4.272 eV
 s in V_p: -10.652 eV, shift=-2.846 eV, split=7.862 eV
 p in V_s: -2.567 eV; half mix s: -8.716 eV, p: -2.642 eV
 first-order split error, half mix=0.834 eV
 rc=1.9 a0: D_sp=0.771, D_s=1.121, D_p=0.474 eV, eta=0.154
 rc=2.5 a0: D_sp=0.855, D_s=1.490, D_p=0.431 eV, eta=0.170
C: rc=1.5 a0, e_s=-13.629 eV, e_p=-5.420 eV, split=8.209 eV
 <r^-2>_sp=0.8350 a0^-2 -> 22.721 eV, eta=1.768
 D_sp=14.512, D_s=13.559, D_p=15.239 eV
 nodes s=[0.379], p=[] a0
 r*=1.821 a0, r0=1.250 a0, S=0.9852
 norm inside rc: s=0.5225, p=0.4609
 screened V_s(0)=3.21, V_p(0)=-185.65, dV(0)=188.86 eV
 I_PS/S=15.405, I_AE/S=0.893, AE first lobe=-9.582 eV
 s in V_p: -66.345 eV, shift=-52.716 eV, split=60.925 eV
 p in V_s: -1.198 eV; half mix s: -27.984 eV, p: -1.913 eV
 first-order split error, half mix=14.399 eV
 rc=1.3 a0: D_sp=14.376, D_s=12.453, D_p=16.198 eV, eta=1.751
 rc=1.7 a0: D_sp=14.528, D_s=14.525, D_p=14.362 eV, eta=1.770
Mg: rc=2.5 a0, e_s=-4.774 eV, e_p=-1.380 eV, split=3.394 eV
 <r^-2>_sp=0.1344 a0^-2 -> 3.657 eV, eta=0.078
 D_sp=0.263, D_s=0.557, D_p=0.099 eV
B: rc=1.7 a0, e_s=-9.380 eV, e_p=-3.717 eV, split=5.663 eV
 <r^-2>_sp=0.5214 a0^-2 -> 14.189 eV, eta=1.506
 D_sp=8.526, D_s=7.986, D_p=8.855 eV
D_sp ratios: C/Al=19.1, C/Na=354.5, B/Mg=32.4
```
